# Geonium levels, the relativistic cyclotron shift, and spin-flip jumps in a bottle: a program that tests the result

```python
"""Geonium: one electron in a Penning trap, with a weak magnetic bottle.

Result under test (n cyclotron, k axial, q magnetron, ms = +-1/2 spin):
  E/h = (g/2) nu_c ms + nu_plus (n+1/2) + nu_z (k+1/2) - nu_minus (q+1/2)
        - (delta/2) (n+1/2+ms)^2,      delta = h nu_c^2 / (m c^2)
and, in a bottle B_z = B + B2 (z^2 - rho^2/2), the axial jump per spin flip
  g mu_B B2 / (4 pi^2 m nu_z), plus the relativistic part
  -(g/4) nu_z h nu_c / (m c^2).
Matrix tests use scaled units and exaggerated parameters.
"""
import numpy as np
import scipy.sparse as sp
from scipy import constants as const
from mpmath import mp, mpf, sqrt as mpsqrt

sigma_x = np.array([[0, 1], [1, 0]], dtype=complex)
sigma_y = np.array([[0, -1j], [1j, 0]])
sigma_z = np.array([[1, 0], [0, -1]], dtype=complex)
one2 = np.eye(2, dtype=complex)


def lowering(size):
    return np.diag(np.sqrt(np.arange(1, size)), 1).astype(complex)


def level(energies, vectors, index):
    """Energy of the eigenstate dominated by one basis state."""
    weights = np.abs(vectors[index])**2
    best = int(np.argmax(weights))
    assert weights[best] > 0.9
    return energies[best]


# ---------------------------------------------------------------
# Trap and bottle from the definition; units hbar = m = e = B = 1,
# so omega_c = 1 and mu_B = 1/2. Operators are built in a padded
# basis, then projected, so that retained matrix elements are exact.
# ---------------------------------------------------------------
wz, g_test = 0.23, 2.2
root = np.sqrt(1 - 2 * wz**2)
w_plus, w_minus = (1 + root) / 2, (1 - root) / 2
padded, kept = (12, 12, 10), (6, 6, 6)


def embed(mode):
    factors = [sp.identity(s, dtype=complex, format="csr") for s in padded]
    factors[mode] = sp.csr_matrix(lowering(padded[mode]))
    return sp.kron(sp.kron(factors[0], factors[1]), factors[2], format="csr")


a_plus, a_minus, a_axial = embed(0), embed(1), embed(2)
ax = (a_plus + a_minus) / np.sqrt(2)
ay = 1j * (a_plus - a_minus) / np.sqrt(2)


def position(a, w):
    return (a + a.conj().T) / np.sqrt(2 * w)


def momentum(a, w):
    return 1j * np.sqrt(w / 2) * (a.conj().T - a)


x, px = position(ax, root / 2), momentum(ax, root / 2)
y, py = position(ay, root / 2), momentum(ay, root / 2)
z, pz = position(a_axial, wz), momentum(a_axial, wz)
rho2, z2 = x @ x + y @ y, z @ z
unit = sp.identity(int(np.prod(padded)), dtype=complex, format="csr")
grid = np.indices(padded).reshape(3, -1)
selected = np.where((grid[0] < kept[0]) & (grid[1] < kept[1])
                    & (grid[2] < kept[2]))[0]


def project(op):
    return op.tocsr()[selected][:, selected].toarray()


def trap_hamiltonian(b2):
    profile = unit + b2 * (z2 - rho2 / 4)
    kin_x = px - 0.5 * (y @ profile)
    kin_y = py + 0.5 * (x @ profile)
    space = 0.5 * (kin_x @ kin_x + kin_y @ kin_y + pz @ pz)
    space = space + 0.5 * wz**2 * (z2 - 0.5 * rho2)
    field_x, field_y = -b2 * (z @ x), -b2 * (z @ y)
    field_z = unit + b2 * (z2 - rho2 / 2)
    total = np.kron(project(space), one2)
    for field, sigma in ((field_x, sigma_x), (field_y, sigma_y),
                         (field_z, sigma_z)):
        total = total + g_test / 4 * np.kron(project(field), sigma)
    return total


nn, qq, kk = np.indices(kept).reshape(3, -1)
ladder = w_plus * (nn + .5) - w_minus * (qq + .5) + wz * (kk + .5)
ladder = (ladder[:, None] + g_test / 2 * np.array([.5, -.5])).ravel()
assert np.allclose(trap_hamiltonian(0.0), np.diag(ladder), atol=1e-11)

b2_test = 1e-6
trap_e, trap_v = np.linalg.eigh(trap_hamiltonian(b2_test))


def axial_frequency(n, q, spin_down):
    index = [2 * ((n * kept[1] + q) * kept[2] + k) + spin_down
             for k in (0, 1)]
    return (level(trap_e, trap_v, index[1])
            - level(trap_e, trap_v, index[0]))


base = axial_frequency(0, 0, 1)
spin_jump = axial_frequency(0, 0, 0) - base
cyc_jump = axial_frequency(1, 0, 1) - base
mag_jump = axial_frequency(0, 1, 1) - base
assert np.isclose(spin_jump, g_test * 0.5 * b2_test / wz, rtol=1e-3)
assert np.isclose(cyc_jump, b2_test * w_plus / root / wz, rtol=1e-3)
assert np.isclose(mag_jump, b2_test * w_minus / root / wz, rtol=5e-3)

# ---------------------------------------------------------------
# Dirac-Pauli electron in a uniform field; units m = c = hbar = 1,
# b = hbar omega_c / (m c^2), anomaly a_test exaggerated.
# ---------------------------------------------------------------
b, a_test = 0.01, 0.1
alpha = [np.kron(sigma_x, s) for s in (sigma_x, sigma_y, sigma_z)]
beta = np.kron(sigma_z, one2)
pauli_term = a_test * b / 2 * beta @ np.kron(one2, sigma_z)


def transverse_mass(n, ms):
    return np.sqrt(1 + 2 * b * (n + .5 + ms)) + a_test * b * ms


def landau_momenta(size):
    a = lowering(size)
    return (np.sqrt(b / 2) * (a + a.conj().T),
            1j * np.sqrt(b / 2) * (a - a.conj().T))


n_landau = 12
pi_x, pi_y = landau_momenta(n_landau)
for p_axial in (0.0, 0.05):
    dirac = (np.kron(alpha[0], pi_x) + np.kron(alpha[1], pi_y)
             + np.kron(alpha[2] * p_axial + beta + pauli_term,
                       np.eye(n_landau)))
    d_e, d_v = np.linalg.eigh(dirac)
    for n in range(4):
        for component, ms in ((0, .5), (1, -.5)):
            found = level(d_e, d_v, component * n_landau + n)
            expected = np.sqrt(transverse_mass(n, ms)**2 + p_axial**2)
            assert abs(found - expected) < 1e-12

# Same electron with an axial harmonic potential: inertia of E_perp.
w_ax, n_l, n_z = 3e-4, 4, 24
pi_x, pi_y = landau_momenta(n_l)
c = lowering(n_z)
z_mat, p_mat = position(c, w_ax), momentum(c, w_ax)
eye_l, eye_z = np.eye(n_l), np.eye(n_z)
axial_dirac = (np.kron(np.kron(alpha[0], pi_x), eye_z)
               + np.kron(np.kron(alpha[1], pi_y), eye_z)
               + np.kron(np.kron(alpha[2], eye_l), p_mat)
               + np.kron(np.kron(beta + pauli_term, eye_l), eye_z)
               + np.kron(np.eye(4 * n_l), 0.5 * w_ax**2 * z_mat @ z_mat))
r_e, r_v = np.linalg.eigh(axial_dirac)


def dirac_axial_spacing(component):
    start = component * n_l * n_z
    return level(r_e, r_v, start + 1) - level(r_e, r_v, start)


rel_found = dirac_axial_spacing(0) - dirac_axial_spacing(1)
rel_mass = w_ax * (transverse_mass(0, .5)**-.5
                   - transverse_mass(0, -.5)**-.5)
rel_linear = -w_ax * b * (1 + a_test) / 2
assert np.isclose(rel_found, rel_mass, rtol=5e-3)
# The linear formula omits terms of relative order b = 0.01.
assert np.isclose(rel_found, rel_linear, rtol=3e-2)

# ---------------------------------------------------------------
# Worked example in SI units
# ---------------------------------------------------------------
B, nu_z, B2 = 5.4, 200e6, 1500.0
h, m, e, c_light = const.h, const.m_e, const.e, const.c
mu_B = const.physical_constants["Bohr magneton"][0]
g = abs(const.physical_constants["electron g factor"][0])
anomaly = g / 2 - 1
nu_c = e * B / (2 * np.pi * m)
split = np.sqrt(nu_c**2 - 2 * nu_z**2)
nu_plus = (nu_c + split) / 2
nu_minus = nu_z**2 / (2 * nu_plus)
ratio = h * nu_c / (m * c_light**2)
delta = ratio * nu_c

mp.dps = 40
rest = mpf(m) * mpf(c_light)**2 / mpf(h)


def exact_frequency(n, ms):
    """Dirac-Pauli energy over h without trap, rest energy removed."""
    number = mpf(n) + mpf(1) / 2 + mpf(ms)
    return (mpsqrt(rest**2 + 2 * rest * mpf(nu_c) * number) - rest
            + mpf(anomaly) * mpf(nu_c) * mpf(ms))


def line_shift(n, ms):
    return float(exact_frequency(n + 1, ms) - exact_frequency(n, ms)
                 - mpf(nu_c))


for n in range(3):
    for ms in (-.5, .5):
        assert np.isclose(line_shift(n, ms), -delta * (n + 1 + ms),
                          rtol=1e-7)
anomaly_free = float(exact_frequency(0, .5) - exact_frequency(1, -.5))
assert abs(anomaly_free - anomaly * nu_c) < 1e-6
flip_shift = float(exact_frequency(0, .5) - exact_frequency(0, -.5)
                   - mpf(g) / 2 * mpf(nu_c))
assert np.isclose(flip_shift, -delta / 2, rtol=1e-6)

per_kappa = 1 / (4 * np.pi**2 * m * nu_z)
jump_spin = g * mu_B * B2 * per_kappa
jump_cyc = 2 * mu_B * B2 * nu_plus / split * per_kappa
jump_rel = -g / 4 * nu_z * ratio
# Unexpanded axial frequencies for the two spin states.
kappa_up = mpf(g) * mpf(mu_B) * mpf(B2) / 2
omega2 = (2 * mp.pi * mpf(nu_z))**2
jump_exact = float((mpsqrt(omega2 + 2 * kappa_up / mpf(m))
                    - mpsqrt(omega2 - 2 * kappa_up / mpf(m)))
                   / (2 * mp.pi))
assert np.isclose(jump_spin, jump_exact, rtol=1e-9)

print("WORKED EXAMPLE")
print(f"magnetic field B = {B:.1f} T")
print(f"axial frequency nu_z = {nu_z/1e6:.0f} MHz")
print(f"bottle strength B2 = {B2:.0f} T/m^2")
print(f"electron g factor (magnitude) = {g:.8f}")
print(f"anomaly a = {anomaly:.8f}")
print(f"free cyclotron frequency nu_c = {nu_c/1e9:.4f} GHz")
print(f"nu_c - nu_plus = magnetron nu_minus = {nu_minus/1e3:.3f} kHz")
print(f"spin frequency g nu_c/2 = {g*nu_c/2e9:.4f} GHz")
print(f"h nu_c/(m c^2) = {ratio:.4e}")
print(f"delta = h nu_c^2/(m c^2) = {delta:.2f} Hz")
print("relativistic shifts from unexpanded Dirac-Pauli energies:")
print(f"  n=0->1, spin down: {line_shift(0, -.5):.2f} Hz")
print(f"  n=1->2, spin down: {line_shift(1, -.5):.2f} Hz")
print(f"  n=0->1, spin up: {line_shift(0, .5):.2f} Hz")
print(f"  spin flip at n=0: {flip_shift:.2f} Hz")
print(f"a nu_c (no trap) = {anomaly*nu_c/1e6:.4f} MHz")
print(f"anomaly line in trap = {(anomaly*nu_c+nu_minus)/1e6:.4f} MHz")
print("axial frequency jumps:")
print(f"  bottle, spin down->up: {jump_spin:.4f} Hz")
print(f"  bottle, n->n+1: {jump_cyc:.4f} Hz")
print(f"  bottle, (0,up)->(1,down): {(jump_cyc-jump_spin)*1e3:.3f} mHz")
print(f"  relativistic, spin down->up: {jump_rel:.4f} Hz")
print(f"  total, spin down->up: {jump_spin+jump_rel:.4f} Hz")
print(f"  total jump / nu_z = {(jump_spin+jump_rel)/nu_z:.3e}")
print("MATRIX TESTS (scaled units, computed / formula)")
print(f"  spin jump: {spin_jump/(g_test*.5*b2_test/wz):.6f}")
print(f"  cyclotron jump: {cyc_jump/(b2_test*w_plus/root/wz):.6f}")
print(f"  magnetron jump: {mag_jump/(b2_test*w_minus/root/wz):.6f}")
print(f"  relativistic jump, mass formula: {rel_found/rel_mass:.6f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
WORKED EXAMPLE
magnetic field B = 5.4 T
axial frequency nu_z = 200 MHz
bottle strength B2 = 1500 T/m^2
electron g factor (magnitude) = 2.00231930
anomaly a = 0.00115965
free cyclotron frequency nu_c = 151.1594 GHz
nu_c - nu_plus = magnetron nu_minus = 132.311 kHz
spin frequency g nu_c/2 = 151.3347 GHz
h nu_c/(m c^2) = 1.2234e-09
delta = h nu_c^2/(m c^2) = 184.93 Hz
relativistic shifts from unexpanded Dirac-Pauli energies:
  n=0->1, spin down: -92.46 Hz
  n=1->2, spin down: -277.39 Hz
  n=0->1, spin up: -277.39 Hz
  spin flip at n=0: -92.46 Hz
a nu_c (no trap) = 175.2924 MHz
anomaly line in trap = 175.4247 MHz
axial frequency jumps:
  bottle, spin down->up: 3.8727 Hz
  bottle, n->n+1: 3.8682 Hz
  bottle, (0,up)->(1,down): -4.482 mHz
  relativistic, spin down->up: -0.1225 Hz
  total, spin down->up: 3.7502 Hz
  total jump / nu_z = 1.875e-08
MATRIX TESTS (scaled units, computed / formula)
  spin jump: 0.999990
  cyclotron jump: 0.999994
  magnetron jump: 0.999984
  relativistic jump, mass formula: 0.999554
ALL CHECKS PASSED
```
